# Landau–Zener passage of a hole between two cation diabats

**Problem**

An ionizing event in a molecular resist leaves a hole that can sit in either of two localized states. Let $E_1(x)$ and $E_2(x)$ be the energies of these two cation diabats along a nuclear coordinate $x$. They cross at $x=0$, where their slopes differ by $F=5$ eV/Å, and they are coupled by a constant real matrix element $V=0.05$ eV. The nuclei pass the crossing once at speed $v=0.02$ Å/fs.

(a) Derive the probability $P$ that a hole starting on diabat 1 is still on diabat 1 long after the passage.

(b) Evaluate $P$ and compare the transfer probability with its weak-coupling value.

(c) Decide how far the result can be trusted when the coordinate is a carbon–carbon stretch with reduced mass 6 u and vibrational quantum 0.2 eV.

**Solution**

**Equations of motion**

Assume that the diabats are linear in $x$ and that the nuclei follow the prescribed path $x=vt$, from far before the crossing to far beyond it. The mean of the two energies gives both amplitudes the same phase and can be dropped. The gap is $E_1-E_2=at$ with $a=vF>0$, so

$$i\hbar\dot c_1=\tfrac12 at\,c_1+Vc_2,\qquad i\hbar\dot c_2=Vc_1-\tfrac12 at\,c_2 .$$

If the gap had the opposite sign, complex conjugation of the equations followed by $c_2\to-c_2$ would restore this form, with the same probabilities.

Remove the diabatic phases by writing $c_1=A\,e^{-iat^2/4\hbar}$ and $c_2=B\,e^{+iat^2/4\hbar}$. Define

$$\tau=t\sqrt{a/\hbar},\qquad \delta=\frac{V^2}{\hbar a}.$$

With a prime for $d/d\tau$, and since $V/\sqrt{\hbar a}=\sqrt\delta$,

$$iA'=\sqrt\delta\,B\,e^{i\tau^2/2},\qquad iB'=\sqrt\delta\,A\,e^{-i\tau^2/2}.$$

Differentiate the first equation and use both to eliminate $B$ and $B'$:

$$iA''=\sqrt\delta\,B'e^{i\tau^2/2}+i\tau\sqrt\delta\,B\,e^{i\tau^2/2}=-i\delta A+i\tau(iA').$$

Dividing by $i$ gives

$$A''-i\tau A'+\delta A=0,\qquad |B|=|A'|/\sqrt\delta .$$

**A contour solution**

Try $A(\tau)=\int_C f(s)\,e^{s\tau}ds$. The term with the factor $\tau$ is integrated by parts, using $\tau e^{s\tau}=d(e^{s\tau})/ds$:

$$-i\int_C sf\,\tau e^{s\tau}ds=-i\big[sf e^{s\tau}\big]_C+i\int_C (sf)'e^{s\tau}ds .$$

If the end terms vanish, the equation is satisfied when $(s^2+\delta)f+i(sf)'=0$. For $g=sf$ this reads $g'/g=is+i\delta/s$, hence

$$f(s)=s^{-1+i\delta}e^{is^2/2}.$$

For $s=re^{i\theta}$ the Gaussian factor has modulus $e^{-r^2\sin(2\theta)/2}$. It removes the end terms in the valleys around $\theta=\pi/4$ and $5\pi/4$, and in their repetitions after each full turn.

Choose the path that comes in from infinity along $\theta=\pi/4$, circles the origin once counterclockwise, and leaves along $\theta=9\pi/4$. The power $s^{i\delta}$ is continued along the path, so the outgoing ray carries an extra factor $e^{-2\pi\delta}$.

**Before the crossing**

For $\tau\to-\infty$ set $s=u/|\tau|$:

$$A=|\tau|^{-i\delta}\int u^{-1+i\delta}e^{-u+iu^2/2\tau^2}du\;\to\;|\tau|^{-i\delta}K,\qquad K=\int u^{-1+i\delta}e^{-u}du .$$

To find $K$, replace $i\delta$ by $z$ with $\mathrm{Re}\,z>0$. The circle can then be shrunk to nothing. The incoming ray gives $-\Gamma(z)$ and the outgoing ray $e^{2\pi iz}\Gamma(z)$. Continuing the sum analytically to $z=i\delta$ gives

$$K=(e^{-2\pi\delta}-1)\,\Gamma(i\delta)\neq0 .$$

Differentiating $A$ with respect to $\tau$ puts a factor $s=u/|\tau|$ in the integrand, so $A'\to0$ and therefore $B\to0$. This solution describes a hole that starts on diabat 1. Its initial weight is $|K|^2$, and probabilities are ratios to that weight.

**After the crossing**

For $\tau>0$ the factor $e^{s\tau}$ grows along the original rays, so the path is deformed. The exponent $is^2/2+s\tau$ is stationary at $s=i\tau$, where it equals $i\tau^2/2$. Its second derivative is $i$, so the path of steepest descent runs along the directions $\pm e^{i\pi/4}$ and joins the two valleys. The deformed path has three parts:

1. from the valley at $\pi/4$ over the saddle at $\theta=\pi/2$ to the valley at $5\pi/4$;
2. from there inward, once around the origin, and out to $13\pi/4$;
3. from there back over the saddle, now at $\theta=5\pi/2$, to $9\pi/4$.

In part 2 put $s=e^{i\pi}u$. Then $u$ runs over the original path, $ds/s=du/u$, $s^2=u^2$ and $e^{s\tau}=e^{-u\tau}$. The power contributes $(e^{i\pi})^{i\delta}=e^{-\pi\delta}$. Part 2 is therefore $e^{-\pi\delta}A(-\tau)$. Parts 1 and 3 contain $1/s$ at $|s|=\tau$ and contribute terms of order $1/\tau$. Thus

$$A(\tau)=e^{-\pi\delta}A(-\tau)+O(1/\tau),$$

and the probability of staying on diabat 1 is

$$P=e^{-2\pi\delta}=\exp\!\left(-\frac{2\pi V^2}{\hbar vF}\right).$$

**Where the remaining probability goes**

In $A'$ the factor $1/s$ is cancelled, so the saddles survive. Each Gaussian integral has modulus $\sqrt{2\pi}$. The powers have moduli $e^{-\pi\delta/2}$ and $e^{-5\pi\delta/2}$, and the saddles are crossed in opposite directions, so

$$|A'|\to\sqrt{2\pi}\,e^{-\pi\delta/2}(1-e^{-2\pi\delta}).$$

With $|\Gamma(i\delta)|^2=\pi/(\delta\sinh\pi\delta)$, the probability on diabat 2 is

$$\frac{|A'|^2}{\delta|K|^2}=\frac{2\pi e^{-\pi\delta}}{\delta}\,\frac{\delta\sinh\pi\delta}{\pi}=1-e^{-2\pi\delta}.$$

The two probabilities add to one.

**Numbers**

The sweep rate is $a=0.02\times5=0.100$ eV/fs. With $\hbar=0.6582$ eV fs, $\hbar a=0.06582$ eV². Then

$$2\pi\delta=\frac{2\pi(0.05)^2}{0.06582}=0.2387,\qquad P=e^{-0.2387}=0.788 .$$

The hole keeps its diabatic character with probability 0.79 and transfers with probability 0.21. The adiabatic surfaces are separated by $2V=0.10$ eV at the crossing. A hole that stays on its diabat changes from one adiabatic surface to the other, so 0.79 is also the probability of an adiabatic surface change.

For $2\pi\delta\ll1$ the transfer probability becomes $2\pi\delta$. Here that gives 0.239, which is 12% above the full value 0.212. In the opposite limit, $2\pi\delta\gg1$, $P$ vanishes and the hole follows the adiabatic surface. With $V=0.15$ eV and the slopes and speed unchanged, the exponent is nine times larger and $P=0.117$. Direct integration of the two-state equations gives the same 0.117, and 0.788 for the original coupling.

**Does the nucleus have to be classical?**

At this speed a mass of 6 u has kinetic energy 0.124 eV and a de Broglie wavelength of 0.33 Å. The natural time of the passage is $\sqrt{\hbar/a}=2.6$ fs, during which the nuclei move 0.051 Å. The wavelength is longer than this distance, so a classical path is not justified in advance.

A quantum scattering calculation tests the point for one choice of slopes: diabat 1 flat, diabat 2 rising at 5 eV/Å through the crossing. A nucleus arriving on diabat 1 can pass straight through, with expected probability $P$. If the hole transfers, the nucleus climbs diabat 2, turns round and meets the crossing again. It then leaves backward on diabat 2 with probability $P(1-P)=0.167$, or on diabat 1 with probability $(1-P)^2=0.045$. The calculation gives 0.788, 0.167 and 0.045. For this arrangement, quantum motion of the nucleus does not change the result at the digits shown. The agreement does not establish the classical picture in general: on diabat 2 the nucleus climbs only $0.124/5=0.025$ Å before turning, less than the length of the passage. Other divisions of the slope difference were not treated, and the agreement should not be carried over to them.

**Reading the result for a resist**

The reduced mass and the quantum are rough values for a carbon–carbon stretch; the coupling and slopes are model inputs, not properties computed for a particular resist. The speed is reasonable for such a mode. If the zero-point energy, half of 0.2 eV, is all kinetic, the speed is 0.018 Å/fs. Thermal excitation is negligible, with about $4\times10^{-4}$ quanta in the mode at 300 K.

For this mode the assumption of a long linear passage is strained. A harmonic swing with peak speed 0.02 Å/fs at the crossing has an amplitude of only 0.066 Å. At the turning point the diabatic gap is 0.33 eV, barely above the scale $\sqrt{\hbar a}=0.26$ eV on which the passage takes place. Integration from one turning point to the other, starting on diabat 1, gives a probability of 0.60 instead of 0.79. As a control, the quantum was reduced to 0.01 eV with the peak speed held fixed. The amplitude grows to 1.3 Å and the probability returns to 0.80. Most of the discrepancy comes from the end states: the hole starts and is counted in pure diabats where the coupling, 15% of the gap at the turning point, still mixes them. If the hole instead starts in, and is counted in, the adiabatic state that is mostly diabat 1, the same swing gives 0.82. The slowing of the nuclei matters less: a linear sweep of the same duration gives 0.64 with pure diabats at the ends and 0.81 with adiabatic states. The pure-diabat value also varies irregularly with the quantum, being 0.69 at 0.25 eV, 0.63 at 0.15 eV and 0.86 at 0.12 eV. The prescribed path is itself doubtful here. The diabats differ by 0.33 eV at the turning point, more than the kinetic energy of 0.124 eV at the crossing, so the nuclei cannot be expected to follow the same path on both. The spread from 0.60 to 0.82 shows that for so short a swing the answer depends on how the hole is prepared and counted, which the formula does not describe; neither number is a prediction for this mode.

The formula also depends on the speed at the crossing. As a trial change of kinetic energy take 0.051 eV, the work done by a slope of 1 eV/Å over 0.051 Å. Subtracting it from the kinetic energy at the crossing, or adding it, gives speeds of 0.015 and 0.024 Å/fs, for which the formula gives $P=0.73$ and $0.82$. This measures the sensitivity to the speed; it does not test how a slope acting during the passage changes $P$.

A vibration also returns to the crossing. If both passages were long and linear, and interference between them is ignored, the hole would be on the other diabat after both with probability $2P(1-P)=0.33$. The short swing above does not meet the first condition. Coupling to other modes and to the surrounding material is left out. The value 0.79 thus describes one completed linear passage; it is not a predicted yield of hole transfer in a resist.

## Computed results

```
coupling V = 0.050 eV
slope difference F = 5.00 eV/angstrom
speed v = 0.020 angstrom/fs
hbar = 0.658212 eV fs
sweep rate a = v F = 0.1000 eV/fs
hbar v F = 0.065821 eV^2
delta = 0.037982 (no unit)
exponent 2 pi delta = 0.23865 (no unit)
diabatic passage probability P = 0.78769
transfer to other diabat 1-P = 0.21231
minimum adiabatic gap 2V = 0.100 eV
V = 0.020 eV: integrated P = 0.96254, formula 0.96254
V = 0.050 eV: integrated P = 0.78770, formula 0.78769
V = 0.150 eV: integrated P = 0.11674, formula 0.11674
contour against integration, relative error = 3.2e-13
early plateau: contour 5.58301, formula 5.58308
reduced mass = 6.0 u
kinetic energy at crossing = 0.1244 eV
de Broglie wavelength = 0.333 angstrom
quantum nucleus: transmitted on diabat 1 = 0.7877
quantum nucleus: reflected on diabat 1 = 0.0451
  successive-passage value (1-P)^2 = 0.0451
quantum nucleus: returned on diabat 2 = 0.1672
  successive-passage value P(1-P) = 0.1672
mode quantum = 0.200 eV
zero-point peak speed = 0.0179 angstrom/fs
swing amplitude = 0.0658 angstrom
diabatic gap at turning point = 0.329 eV
P between turning points = 0.6010
slow control: quantum = 0.010 eV, amplitude = 1.316 angstrom
slow control: P between turning points = 0.7989
sweep time sqrt(hbar/a) = 2.566 fs
sweep length = 0.0513 angstrom
common slope tried = 1.00 eV/angstrom
work over sweep length = 0.0513 eV
slowed: v = 0.0153 angstrom/fs, P = 0.7324
speeded: v = 0.0238 angstrom/fs, P = 0.8181
temperature = 300 K
mean thermal quanta in mode = 4.37e-04
on other diabat after two passages, no interference = 0.3345
```
